**Causal variational fit and direct phase integration of reflectance**

The program fits $R=|r|^2$ with a dielectric function $\varepsilon$ made of oscillators and triangles in $\mathrm{Im}\,\varepsilon$, and compares it with the phase integral for $\theta=\arg r$. It asserts that the triangle's real part agrees with principal-value quadrature and that the analytic Jacobian agrees with finite differences. It also asserts that the direct method's phase error equals an integral over the unmeasured region, within 2 mrad at five energies. Further assertions cover positive absorption on a fine grid, a tenfold smaller reflectance residual than with oscillators alone, and a residual below the noise for noisy data. The fit's phase must match the phase integral taken with data inside the range and the fit's own reflectance outside, within 5 mrad. The output shows an rms reflectance residual of $1.7\times10^{-7}$ together with a 41% error in $\varepsilon$. Three known values of $\varepsilon$ reduce the error to 6.2% for the variational fit and 3.9% for the direct method with a tuned tail.

## Verification by program

```python
"""Kramers-Kronig constrained variational fit of reflectance (after Kuzmenko).
Result under test: a passive causal fit that reproduces R in a finite range has
the phase given by the direct phase integral with measured R inside the range
and the fit's own R outside it. The direct method's phase error is an integral
over the missing region.
Symbols: w energy (eV), chi = eps - 1, r = (n-1)/(n+1), n = sqrt(eps),
R = |r|^2, theta = arg r, time factor exp(-i w t). Triangles are basis functions
of Im eps with analytically known real parts. At each mesh node the fitted
Im eps is the oscillator value times exp(b), with b the fit variable.
"""
import numpy as np
from scipy.integrate import quad
from scipy.interpolate import CubicSpline
from scipy.optimize import least_squares, minimize_scalar
from scipy.special import wofz, xlogy

DRUDE = (5.0, 0.5)                         # plasma energy, damping (eV)
BANDS = ((4.0, 1.5, 0.4), (5.0, 3.2, 0.5),
         (3.0, 4.6, 0.8), (3.0, 9.0, 2.5))  # height, centre, width
START = np.array([4.5, 0.6, 2.0, 1.5, 0.7, 3.5, 3.2, 0.8,
                  4.0, 4.6, 1.3, 10.0, 10.0, 4.0])
SIGMA_R, SIGMA_EPS = 1e-3, 0.05
RIDGE, RIDGE_NOISY = 0.05, 0.3             # penalty weights on b
REACH = 5.0                                # mesh extends by this factor


def chi_true(w):
    """Drude term plus Gaussian bands with their exact causal partners."""
    w = np.asarray(w, dtype=float)
    chi = -DRUDE[0]**2 / (w * (w + 1j * DRUDE[1]))
    for height, centre, width in BANDS:
        chi = chi + 1j * height * (wofz((w - centre) / width)
                                   - wofz((w + centre) / width))
    return chi


def chi_model(p, w):
    """Drude term plus Lorentz oscillators (strength, centre, damping)."""
    chi = -p[0]**2 / (w * (w + 1j * p[1]))
    for s, c, g in p[2:].reshape(-1, 3):
        chi = chi + s**2 / (c**2 - w**2 - 1j * g * w)
    return chi


def amplitude(chi):
    """r written so that no digits are lost when chi is tiny."""
    return chi / (1 + np.sqrt(1 + chi))**2


def chi_triangles(amps, w, nodes):
    """Piecewise-linear Im eps, zero at both end nodes, and its real part."""
    w = np.atleast_1d(np.asarray(w, dtype=float))
    values = np.concatenate(([0.0], amps, [0.0]))
    slopes = np.diff(values) / np.diff(nodes)
    kinks = np.diff(np.concatenate(([0.0], slopes, [0.0])))
    minus = nodes[None, :] - w[:, None]
    plus = nodes[None, :] + w[:, None]
    real = (xlogy(minus, np.abs(minus)) + xlogy(plus, plus)) @ kinks / np.pi
    far = w > 20 * nodes[-1]               # moment series avoids cancellation
    if np.any(far):
        total = np.zeros(np.count_nonzero(far))
        for p in (1, 3, 5):
            moment = kinks @ nodes**(p + 2) / ((p + 1) * (p + 2))
            total -= 2 / np.pi * moment / w[far]**(p + 1)
        real[far] = total
    return real + 1j * np.interp(w, nodes, values)


STEP = 0.0025
U = (np.arange(-5600, 5600) + 0.5) * STEP


def phase_integral(log_R, w):
    """Principal-value phase integral in u = ln(x/w), symmetric midpoint rule."""
    return np.array([-STEP / (2 * np.pi)
                     * np.sum(log_R(x * np.exp(U)) / np.sinh(U))
                     for x in np.atleast_1d(w)])


def extended_log_R(w, R, tail):
    """Spline inside, Hagen-Rubens law below, power law w**(-tail) above."""
    spline = CubicSpline(np.log(w), np.log(R))

    def log_R(x):
        inside = spline(np.log(np.clip(x, w[0], w[-1])))
        low = np.log1p(-(1 - R[0]) * np.sqrt(np.minimum(x, w[0]) / w[0]))
        high = np.log(R[-1]) - tail * np.log(np.maximum(x, w[-1]) / w[-1])
        return np.where(x < w[0], low, np.where(x > w[-1], high, inside))
    return log_R


def eps_from_phase(R, theta):
    r = np.sqrt(R) * np.exp(1j * theta)
    return ((1 + r) / (1 - r))**2


def rms(x):
    return np.sqrt(np.mean(np.abs(x)**2))


def make_mesh(w, stride, extended):
    """Nodes at the data points, continued outside them if extended."""
    inner = w[::stride]
    if extended:
        low = np.geomspace(w[0] / REACH, w[0], 16)[:-1]
        high = np.geomspace(w[-1], w[-1] * REACH, 26)[1:]
    else:
        low = [inner[0]**2 / inner[1]]
        high = [inner[-1]**2 / inner[-2]]
    return np.concatenate((low, inner, high))


def variational_fit(w, R, stride=1, extended=True, ridge=RIDGE,
                    anchors=None, eps_anchor=None):
    """Fit the oscillator model, freeze it, then fit the triangles."""
    def data_rows(chi):
        rows = (np.abs(amplitude(chi))**2 - R) / SIGMA_R
        if anchors is not None:
            d = (1 + chi[anchors] - eps_anchor) / SIGMA_EPS
            rows = np.concatenate((rows, d.real, d.imag))
        return rows

    q0 = np.log(START)
    coarse = least_squares(lambda q: data_rows(chi_model(np.exp(q), w)), q0,
                           bounds=(q0 - 0.7, q0 + 0.7), max_nfev=300)
    params = np.exp(coarse.x)
    nodes = make_mesh(w, stride, extended)
    absorption = chi_model(params, nodes[1:-1]).imag
    unit = np.eye(len(absorption))
    basis = np.column_stack([chi_triangles(e, w, nodes) for e in unit])
    chi0 = chi_model(params, w)

    def residual(b):
        chi = chi0 + basis @ (absorption * np.expm1(b))
        return np.concatenate((data_rows(chi), ridge * b))

    def jacobian(b):
        chi = chi0 + basis @ (absorption * np.expm1(b))
        slope = basis * (absorption * np.exp(b))
        n = np.sqrt(1 + chi)
        factor = np.conj(amplitude(chi)) / (n * (n + 1)**2)
        blocks = [2 * np.real(factor[:, None] * slope) / SIGMA_R]
        if anchors is not None:
            blocks += [slope[anchors].real / SIGMA_EPS,
                       slope[anchors].imag / SIGMA_EPS]
        return np.vstack(blocks + [ridge * unit])

    fine = least_squares(residual, np.zeros(len(absorption)), jac=jacobian,
                         method='trf', ftol=1e-9, xtol=1e-9, max_nfev=100)
    amps = absorption * np.expm1(fine.x)

    def chi_fit(x):
        return chi_model(params, x) + chi_triangles(amps, x, nodes)

    chi = chi0 + basis @ amps
    return dict(params=params, b=fine.x, chi_fit=chi_fit, eps=1 + chi,
                eps_model=1 + chi0, residual=residual, jacobian=jacobian,
                rms_model=rms(np.abs(amplitude(chi0))**2 - R),
                rms_fit=rms(np.abs(amplitude(chi))**2 - R))


# Triangle real part against principal-value quadrature of its definition.
tri = np.array([1.0, 2.0, 2.5])
for x0 in (1.4, 3.0, 60.0):
    def integrand(x):
        return np.interp(x, tri, [0, 1, 0]) * 2 * x / (np.pi * (x + x0))
    direct = sum(quad(integrand, a, b, weight='cauchy', wvar=x0)[0]
                 for a, b in ((1.0, 2.0), (2.0, 2.5)))
    closed = chi_triangles(np.array([1.0]), x0, tri)[0].real
    assert np.isclose(direct, closed, rtol=1e-6, atol=1e-12)
    if x0 == 1.4:
        print(f"triangle 1,2,2.5 eV: Re at 1.4 eV formula {closed:.6f}"
              f" quadrature {direct:.6f}")

# Synthetic measurement over a finite range.
energy = np.geomspace(0.5, 6.0, 121)
eps_true = 1 + chi_true(energy)
r_true = amplitude(chi_true(energy))
R_data = np.abs(r_true)**2
theta_true = np.angle(r_true)
probe = np.array([0.8, 1.5, 2.5, 3.5, 5.0])


def log_R_true(x):
    return 2 * np.log(np.abs(amplitude(chi_true(x))))


# Phase integral with complete data against the phase of the known eps.
probe_true = np.angle(amplitude(chi_true(probe)))
full_error = np.max(np.abs(phase_integral(log_R_true, probe) - probe_true))
assert full_error < 1e-4

# Direct method, and its error as an integral over the missing region.
log_R4 = extended_log_R(energy, R_data, 4.0)
theta4 = phase_integral(log_R4, energy)
eps4 = eps_from_phase(R_data, theta4)
eps2tail = eps_from_phase(R_data, phase_integral(
    extended_log_R(energy, R_data, 2.0), energy))
observed = phase_integral(log_R4, probe) - probe_true
predicted = []
for x0 in probe:
    def missing(x):
        return (float(log_R4(x)) - float(log_R_true(x))) / (x**2 - x0**2)
    pieces = ((0, energy[0]), (energy[-1], 100.0), (100.0, np.inf))
    predicted.append(-x0 / np.pi * sum(quad(missing, a, b, limit=200)[0]
                                       for a, b in pieces))
predicted = np.array(predicted)
assert np.max(np.abs(observed - predicted)) < 2e-3

# Variational fit to reflectance alone, and the same with a confined mesh.
fit = variational_fit(energy, R_data)
confined = variational_fit(energy, R_data, extended=False)
print(f"rms R residual, oscillators only: {fit['rms_model']:.2e}")
print(f"rms R residual, extended mesh, {len(fit['b'])} triangles:"
      f" {fit['rms_fit']:.2e}")
print(f"rms R residual, confined mesh, {len(confined['b'])} triangles:"
      f" {confined['rms_fit']:.2e}")
assert fit['rms_fit'] < 0.1 * fit['rms_model']
scan = np.linspace(0.05, 60.0, 20000)
smallest = np.min(fit['chi_fit'](scan).imag)
print(f"smallest fitted Im eps, 0.05-60 eV: {smallest:.2e}")
assert smallest > 0

# Analytic Jacobian against a central difference along a random direction.
rng = np.random.default_rng(7)
direction = rng.normal(size=len(fit['b']))
h = 1e-4
difference = (fit['residual'](fit['b'] + h * direction)
              - fit['residual'](fit['b'] - h * direction)) / (2 * h)
assert np.allclose(fit['jacobian'](fit['b']) @ direction, difference,
                   rtol=1e-5, atol=1e-3)


# Equivalence: the fit's phase is a phase integral with its own outside R.
def log_R_fit(x):
    return 2 * np.log(np.abs(amplitude(fit['chi_fit'](x))))


def log_R_mixed(x):
    inside = (x >= energy[0]) & (x <= energy[-1])
    return np.where(inside, log_R4(x), log_R_fit(x))


probe_fit = np.angle(amplitude(fit['chi_fit'](probe)))
own_error = np.max(np.abs(phase_integral(log_R_fit, probe) - probe_fit))
mixed_error = np.max(np.abs(phase_integral(log_R_mixed, probe) - probe_fit))
print(f"equivalence, fit R everywhere: max {1e3*own_error:.3f} mrad")
print(f"equivalence, data R inside: max {1e3*mixed_error:.3f} mrad")
assert own_error < 3e-3
assert mixed_error < 5e-3

# The same three known values of eps are offered to both methods.
anchors = np.array([70, 90, 110])
known = eps_true[anchors]
anchored = variational_fit(energy, R_data, anchors=anchors, eps_anchor=known)


def tail_misfit(tail):
    theta = phase_integral(extended_log_R(energy, R_data, tail),
                           energy[anchors])
    return np.sum(np.abs(eps_from_phase(R_data[anchors], theta) - known)**2)


best_tail = minimize_scalar(tail_misfit, bounds=(0.2, 10.0),
                            method='bounded').x
eps_tuned = eps_from_phase(R_data, phase_integral(
    extended_log_R(energy, R_data, best_tail), energy))

# Coarse mesh, and noisy reflectance.
sparse = variational_fit(energy, R_data, stride=4)
R_noisy = R_data + SIGMA_R * rng.normal(size=len(energy))
noisy = variational_fit(energy, R_noisy, ridge=RIDGE_NOISY)
print(f"rms R residual, coarse mesh, {len(sparse['b'])} triangles:"
      f" {sparse['rms_fit']:.2e}")
print(f"rms R residual, noisy data: {noisy['rms_fit']:.2e}")
assert noisy['rms_fit'] < SIGMA_R
eps_noisy = eps_from_phase(R_noisy, phase_integral(
    extended_log_R(energy, R_noisy, 4.0), energy))

print(f"data: {len(energy)} points, {energy[0]:.2f} to {energy[-1]:.2f} eV;"
      f" mesh {energy[0]/REACH:.2f} to {energy[-1]*REACH:.2f} eV")
print(f"true Drude: plasma {DRUDE[0]} eV, damping {DRUDE[1]} eV")
for band in BANDS:
    print(f"true band: height {band[0]}, centre {band[1]} eV,"
          f" width {band[2]} eV")
print(f"sigma_R {SIGMA_R}, sigma_eps {SIGMA_EPS}, ridge {RIDGE},"
      f" ridge for noisy data {RIDGE_NOISY}")
print(f"R at range ends: {R_data[0]:.4f}, {R_data[-1]:.4f}")
print(f"complete-data phase integral, max error {full_error:.1e} rad")
for x0, o, p in zip(probe, observed, predicted):
    print(f"direct s=4 phase error at {x0} eV: {1e3*o:.2f} mrad,"
          f" outside integral {1e3*p:.2f} mrad")
print(f"fitted Drude: {fit['params'][0]:.3f}, {fit['params'][1]:.3f} eV")
for s, c, g in fit['params'][2:].reshape(-1, 3):
    print(f"fitted Lorentz: strength {s:.3f}, centre {c:.3f},"
          f" damping {g:.3f} eV")
print("known eps at " + ", ".join(f"{x:.3f}" for x in energy[anchors]) + " eV")
print(f"tuned tail exponent {best_tail:.3f}")
print("method: rms relative eps error (%), max phase error (mrad)")
for name, eps in (("direct s=4", eps4), ("direct s=2", eps2tail),
                  ("direct tuned", eps_tuned),
                  ("oscillators only", fit['eps_model']),
                  ("variational", fit['eps']),
                  ("variational confined", confined['eps']),
                  ("variational coarse", sparse['eps']),
                  ("variational + known eps", anchored['eps']),
                  ("direct s=4 noisy", eps_noisy),
                  ("variational noisy", noisy['eps'])):
    relative = 100 * rms((eps - eps_true) / eps_true)
    dtheta = np.max(np.abs(np.angle(amplitude(eps - 1)) - theta_true))
    print(f"  {name}: {relative:.2f}, {1e3*dtheta:.1f}")
for i in (30, 80, 115):
    print(f"eps at {energy[i]:.3f} eV: true {eps_true[i]:.3f},"
          f" direct s=4 {eps4[i]:.3f}, variational {fit['eps'][i]:.3f}")
for x in (8.0, 12.0, 20.0):
    xa = np.array([x])
    values = [np.exp(f(xa))[0] for f in (log_R_true, log_R4, log_R_fit)]
    R_anchor = np.abs(amplitude(anchored['chi_fit'](xa)))[0]**2
    print(f"R at {x:.0f} eV: true {values[0]:.5f}, direct s=4 {values[1]:.5f},"
          f" variational {values[2]:.5f}, with known eps {R_anchor:.5f}")
print("verified")
```

It prints:

```
triangle 1,2,2.5 eV: Re at 1.4 eV formula 0.550650 quadrature 0.550650
rms R residual, oscillators only: 2.63e-02
rms R residual, extended mesh, 159 triangles: 1.70e-07
rms R residual, confined mesh, 121 triangles: 2.71e-03
smallest fitted Im eps, 0.05-60 eV: 1.95e-03
equivalence, fit R everywhere: max 0.051 mrad
equivalence, data R inside: max 1.197 mrad
rms R residual, coarse mesh, 69 triangles: 2.47e-03
rms R residual, noisy data: 1.81e-05
data: 121 points, 0.50 to 6.00 eV; mesh 0.10 to 30.00 eV
true Drude: plasma 5.0 eV, damping 0.5 eV
true band: height 4.0, centre 1.5 eV, width 0.4 eV
true band: height 5.0, centre 3.2 eV, width 0.5 eV
true band: height 3.0, centre 4.6 eV, width 0.8 eV
true band: height 3.0, centre 9.0 eV, width 2.5 eV
sigma_R 0.001, sigma_eps 0.05, ridge 0.05, ridge for noisy data 0.3
R at range ends: 0.8220, 0.0495
complete-data phase integral, max error 1.6e-05 rad
direct s=4 phase error at 0.8 eV: 131.29 mrad, outside integral 131.31 mrad
direct s=4 phase error at 1.5 eV: 242.42 mrad, outside integral 242.44 mrad
direct s=4 phase error at 2.5 eV: 412.78 mrad, outside integral 412.69 mrad
direct s=4 phase error at 3.5 eV: 603.27 mrad, outside integral 603.28 mrad
direct s=4 phase error at 5.0 eV: 969.93 mrad, outside integral 969.93 mrad
fitted Drude: 4.140, 0.400 eV
fitted Lorentz: strength 1.413, centre 1.475, damping 0.458 eV
fitted Lorentz: strength 2.508, centre 3.110, damping 0.628 eV
fitted Lorentz: strength 2.497, centre 4.470, damping 1.155 eV
fitted Lorentz: strength 12.640, centre 20.138, damping 1.986 eV
known eps at 2.131, 3.224, 4.878 eV
tuned tail exponent 0.862
method: rms relative eps error (%), max phase error (mrad)
  direct s=4: 56.66, 1351.5
  direct s=2: 28.63, 566.1
  direct tuned: 3.92, 125.7
  oscillators only: 42.35, 1230.6
  variational: 41.16, 1200.5
  variational confined: 41.07, 1641.1
  variational coarse: 18.55, 483.5
  variational + known eps: 6.22, 417.8
  direct s=4 noisy: 56.66, 1355.6
  variational noisy: 43.31, 1249.4
eps at 0.931 eV: true -16.390+12.563j, direct s=4 -9.916+5.395j, variational -12.571+7.918j
eps at 2.621 eV: true 2.052+1.989j, direct s=4 0.830+1.654j, variational 1.247+1.886j
eps at 5.410 eV: true -0.313+1.536j, direct s=4 0.037+0.267j, variational -0.029+0.403j
R at 8 eV: true 0.14059, direct s=4 0.01567, variational 0.00058, with known eps 0.01131
R at 12 eV: true 0.49730, direct s=4 0.00310, variational 0.00788, with known eps 0.02334
R at 20 eV: true 0.01363, direct s=4 0.00040, variational 0.22911, with known eps 0.41854
verified
```
